**Hard-sphere displacement cascade with constant channelling probability**

For a recoil of energy $T$, threshold $E_d$ and $x=T/(2E_d)\ge1$, the mean displacement count is $\nu=[(1-p)x^{1-2p}-p]/(1-2p)$ when both atoms leaving a collision draw afresh for channelling with probability $p$. At $p=1/2$ it is $1+\frac12\ln x$, and if each atom draws only once it is $x^{1-p}$. The program asserts that the fresh-draw formula satisfies the cascade integral equation for five values of $p$, below, at and above $1/2$. It also asserts that a Monte Carlo cascade, which tracks vacancies and replacements, agrees with the formula for its own drawing rule and differs clearly from the other. A numerical solution of the integral equation tests the count and the local exponent at $p=0.05$. Two further assertions concern soft scattering: the result is stable when the energy grid is coarsened, and channelling lowers the count by a larger factor than for hard spheres. For a 20 keV ruthenium recoil with rough inputs $E_d=40$ eV and $p=0.05$, the output shows about 152 displaced atoms, against 250 without channelling. The remaining lines size electronic loss, soft scattering, an energy-dependent $p$ and recombination.

## Verification by program

```python
"""Displacement count of a hard-sphere cascade with channelling.

Result under test, with x = T/(2 Ed) >= 1:
  both partners draw afresh after every collision:
      nu = [(1-p) x^(1-2p) - p]/(1-2p),  or 1 + ln(x)/2 at p = 1/2
  each atom draws only once, when it is set moving:
      nu = x^(1-p)
T: recoil energy, Ed: displacement threshold, p: channelling probability,
nu: mean number of displaced atoms, including the first recoil.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def count_fresh(x, p):
    if abs(1 - 2 * p) < 1e-12:
        return 1 + 0.5 * np.log(x)
    return ((1 - p) * x ** (1 - 2 * p) - p) / (1 - 2 * p)


def count_once(x, p):
    return x ** (1 - p)


def simulate(x, p, fresh, histories, rng):
    """Follow vacancies and replacements; energies are in units of Ed."""
    energy = np.full(histories, 2.0 * x)
    owner = np.arange(histories)
    newly_moving = np.ones(histories, dtype=bool)
    vacancies = np.ones(histories)
    while energy.size:
        draws = np.ones(energy.size, dtype=bool) if fresh else newly_moving
        channelled = draws & (rng.random(energy.size) < p)
        energy, owner = energy[~channelled], owner[~channelled]
        transfer = energy * rng.random(energy.size)
        rest = energy - transfer
        leaves = transfer > 1
        replaced = leaves & (rest < 1)
        change = leaves.astype(float) - replaced
        vacancies += np.bincount(owner, weights=change, minlength=histories)
        moving_on = rest > 1
        energy = np.concatenate((transfer[leaves], rest[moving_on]))
        newly_moving = np.concatenate((np.ones(leaves.sum(), dtype=bool),
                                       np.zeros(moving_on.sum(), dtype=bool)))
        owner = np.concatenate((owner[leaves], owner[moving_on]))
    return vacancies.mean(), vacancies.std(ddof=1) / np.sqrt(histories)


def march(ratio, cells, probability, soft=False):
    """Solve the cascade integral equation up to T = ratio*Ed.

    There are 'cells' energy cells per Ed. The soft kernel is
    proportional to transfer^(-4/3) for transfers above Ed.
    """
    size = ratio * cells
    weight = np.ones(size)
    if soft:
        weight[:cells] = 0
        low = np.arange(cells, size, dtype=float)
        weight[cells:] = low ** (-1 / 3) - (low + 1) ** (-1 / 3)
    total = np.cumsum(weight)
    middle = np.zeros(size)
    middle[cells:2 * cells] = 1
    node = np.zeros(size + 1)
    node[cells:2 * cells + 1] = 1
    for n in range(2 * cells + 1, size + 1):
        w = weight[:n]
        known = (w[:-1] @ middle[:n - 1]
                 + w[:0:-1] @ middle[:n - 1]) / total[n - 1]
        last = (w[-1] + w[0]) / total[n - 1]
        p = probability(n / cells)
        node[n] = ((p + (1 - p) * (known + last * node[n - 1] / 2))
                   / (1 - (1 - p) * last / 2))
        middle[n - 1] = (node[n - 1] + node[n]) / 2
    return node


# Rough typical inputs for a recoil in ruthenium metal
Z, A = 44, 101.07
Ed, T, p = 40.0, 20000.0, 0.05
x = T / (2 * Ed)
ratio = round(T / Ed)
print(f"Threshold Ed (rough input): {Ed:.0f} eV")
print(f"Recoil energy T: {T:.0f} eV = {T/1000:.0f} keV")
print(f"Channelling probability p (rough input): {p:.2f}")
print(f"Reduced energy x = T/(2Ed): {x:.1f}")

# Closed form inserted in the integral equation
worst = 0.0
for trial_p in (0.0, 0.05, 0.3, 0.5, 0.7):
    for trial_x in (1.5, 10.0, 250.0):
        area = quad(lambda y: count_fresh(y, trial_p), 1, trial_x,
                    epsabs=1e-10, epsrel=1e-10, limit=200)[0]
        right = trial_p + (1 - trial_p) * (1 + 2 * area) / trial_x
        left = count_fresh(trial_x, trial_p)
        worst = max(worst, abs(left / right - 1))
assert worst < 1e-8
print(f"Largest relative residual of integral equation: {worst:.1e}")

# Microscopic simulation of both drawing rules
rng = np.random.default_rng(2718)
for trial_p in (0.05, 0.20):
    for fresh, name in ((True, "fresh draws"), (False, "single draw")):
        mean, error = simulate(x, trial_p, fresh, 10000, rng)
        formula = (count_fresh if fresh else count_once)(x, trial_p)
        other = (count_once if fresh else count_fresh)(x, trial_p)
        assert abs(mean - formula) < 4.5 * error
        assert abs(mean - other) > 10 * error
        print(f"p={trial_p:.2f}, {name}: simulated {mean:.2f} +/- "
              f"{error:.2f}, formula {formula:.2f} atoms")

# Numerical solution and its local exponent
cells = 20
hard = march(ratio, cells, lambda e: p)
nu = count_fresh(x, p)
assert abs(hard[-1] / nu - 1) < 2e-3
n1, n2 = len(hard) - 401, len(hard) - 1
slope = np.log(hard[n2] / hard[n1]) / np.log(n2 / n1)
middle_count = hard[(n1 + n2) // 2]
slope_formula = 1 - 2 * p + p / middle_count
assert abs(slope - slope_formula) < 1e-3
print(f"Count from marching the integral equation: {hard[-1]:.2f} atoms")
print(f"Local exponent near T, numerical: {slope:.4f}")
print(f"Local exponent near T, formula: {slope_formula:.4f}")

for energy in (200.0, 1000.0, 5000.0, 20000.0):
    y = energy / (2 * Ed)
    print(f"T={energy:.0f} eV: linear {y:.2f}, with channelling "
          f"{count_fresh(y, p):.2f} atoms")
print(f"Asymptotic exponent 1-2p: {1-2*p:.2f}")
print(f"Prefactor (1-p)/(1-2p): {(1-p)/(1-2*p):.4f}")
print(f"Constant subtracted p/(1-2p): {p/(1-2*p):.4f} atoms")
print(f"Bare power x^(1-2p): {x**(1-2*p):.2f} atoms")
print(f"Ratio of full count to linear count: {nu/x:.3f}")
print(f"Ratio of bare power to full count: {x**(1-2*p)/nu:.3f}")

# Electronic loss: Lindhard partition with Robinson's fit
bohr = const.physical_constants["Bohr radius"][0]
screening = 0.8853 * bohr / (np.sqrt(2) * Z ** (1 / 3))
coulomb = const.e / (4 * np.pi * const.epsilon_0)   # eV m
reduced = 0.5 * T * screening / (Z ** 2 * coulomb)
k_loss = 0.1337 * Z ** (1 / 6) * np.sqrt(Z / A)
g_loss = 3.4008 * reduced ** (1 / 6) + 0.40244 * reduced ** 0.75 + reduced
damage = T / (1 + k_loss * g_loss)
nu_damage = count_fresh(damage / (2 * Ed), p)
print(f"Lindhard reduced energy: {reduced:.4f}")
print(f"Lindhard loss parameter k: {k_loss:.4f}")
print(f"Damage energy after electronic loss: {damage:.0f} eV")
print(f"Count at the damage energy: {nu_damage:.1f} atoms")

# Soft scattering, with a check of the energy grid
soft = march(ratio, cells, lambda e: p, soft=True)[-1]
soft_zero = march(ratio, cells, lambda e: 0.0, soft=True)[-1]
soft_coarse = march(ratio, cells // 2, lambda e: p, soft=True)[-1]
assert abs(soft_coarse / soft - 1) < 0.01
assert soft / soft_zero < nu / x
print(f"Soft scattering, p=0: {soft_zero:.1f} atoms")
print(f"Soft scattering, p={p:.2f}: {soft:.1f} atoms")
print(f"Soft scattering, ratio of these counts: {soft/soft_zero:.3f}")

# Channelling probability that falls with energy
anchor = 1000.0
varying = march(ratio, cells, lambda e: p * np.sqrt(anchor / (e * Ed)))[-1]
print(f"Energy at which varying p equals {p:.2f}: {anchor:.0f} eV")
print(f"Varying p at 2Ed: {p*np.sqrt(anchor/(2*Ed)):.3f}")
print(f"Varying p at T: {p*np.sqrt(anchor/T):.3f}")
print(f"Count with p proportional to E^(-1/2): {varying:.1f} atoms")

# Heating and recombination in the cascade
start_temperature, melting_temperature, survival = 300.0, 2600.0, 0.3
heat = 3 * const.k / const.e * (melting_temperature - start_temperature)
print(f"Starting temperature: {start_temperature:.0f} K")
print(f"Melting temperature (rough input): {melting_temperature:.0f} K")
print(f"Classical heat per atom to melting point: {heat:.3f} eV")
print(f"Atoms the damage energy could so heat: {damage/heat:.0f}")
print(f"Surviving fraction (rough input): {survival:.1f}")
print(f"Survivors of the model count: {survival*nu:.1f} atoms")
print("success")
```

It prints:

```
Threshold Ed (rough input): 40 eV
Recoil energy T: 20000 eV = 20 keV
Channelling probability p (rough input): 0.05
Reduced energy x = T/(2Ed): 250.0
Largest relative residual of integral equation: 1.3e-15
p=0.05, fresh draws: simulated 152.16 +/- 0.60, formula 151.87 atoms
p=0.05, single draw: simulated 190.48 +/- 0.60, formula 189.69 atoms
p=0.20, fresh draws: simulated 36.19 +/- 0.32, formula 36.29 atoms
p=0.20, single draw: simulated 82.43 +/- 0.57, formula 82.86 atoms
Count from marching the integral equation: 151.87 atoms
Local exponent near T, numerical: 0.9003
Local exponent near T, formula: 0.9003
T=200 eV: linear 2.50, with channelling 2.35 atoms
T=1000 eV: linear 12.50, with channelling 10.19 atoms
T=5000 eV: linear 62.50, with channelling 43.57 atoms
T=20000 eV: linear 250.00, with channelling 151.87 atoms
Asymptotic exponent 1-2p: 0.90
Prefactor (1-p)/(1-2p): 1.0556
Constant subtracted p/(1-2p): 0.0556 atoms
Bare power x^(1-2p): 143.93 atoms
Ratio of full count to linear count: 0.607
Ratio of bare power to full count: 0.948
Lindhard reduced energy: 0.0337
Lindhard loss parameter k: 0.1658
Damage energy after electronic loss: 15025 eV
Count at the damage energy: 117.4 atoms
Soft scattering, p=0: 312.2 atoms
Soft scattering, p=0.05: 122.5 atoms
Soft scattering, ratio of these counts: 0.392
Energy at which varying p equals 0.05: 1000 eV
Varying p at 2Ed: 0.177
Varying p at T: 0.011
Count with p proportional to E^(-1/2): 163.7 atoms
Starting temperature: 300 K
Melting temperature (rough input): 2600 K
Classical heat per atom to melting point: 0.595 eV
Atoms the damage energy could so heat: 25269
Surviving fraction (rough input): 0.3
Survivors of the model count: 45.6 atoms
success
```
